# Exchange with a full subshell and the spherical Fock operator, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. Angular reduction of the exchange operator

### Definitions and conventions

Hartree atomic units are used. The nucleus is at the origin, the Hamiltonian is nonrelativistic and contains no spin-orbit coupling, and the electrons repel through \( 1/|\mathbf r-\mathbf r'| \). The spin-orbitals are

\[
\phi_{nlm\sigma} = \frac{P_{nl\sigma}(r)}{r}\, Y_{lm}(\Omega)\, \chi_\sigma ,
\qquad \int_0^\infty P_{nl\sigma}^2\, dr = 1 ,
\]

with real radial functions \(P\). The spherical harmonics \(Y_{lm}\) are orthonormal on the sphere and carry the Condon-Shortley phase. The symbol \(\Omega\) stands for the direction of \(\mathbf r\), \(\gamma\) for the angle between \(\mathbf r\) and \(\mathbf r'\), and \(r_<\), \(r_>\) for the smaller and larger of \(r\) and \(r'\). The Legendre polynomials satisfy \(P_k(1)=1\); they carry one index and an angular argument, so they cannot be confused with the radial functions.

A subshell \(n'l'\) is called full for spin \(\sigma\) if all \(2l'+1\) orbitals \(m'=-l',\dots,l'\) of that spin are occupied and share one radial function. I write \(P'(r)\) for this function. A subshell closed in the usual sense is full for both spins. The derivation needs one spin at a time, and this wider definition also covers half-filled shells with parallel spins.

The exchange operator of an occupied spin-orbital \(\phi'\) acts on a spin-orbital \(f\) as

\[
(K_{\phi'} f)(x) = \phi'(x) \int dx'\, \frac{\phi'^*(x')\, f(x')}{|\mathbf r-\mathbf r'|} ,
\]

where \(x\) combines position and spin, and the integral includes a spin sum. It enters the Fock operator with a minus sign. The spin sum gives \(\langle\chi_{\sigma'}|\chi_\sigma\rangle = \delta_{\sigma\sigma'}\), so an electron has exchange with orbitals of its own spin and none with the opposite spin. This is why the factor in the result is \(2l'+1\), the number of orbitals of one spin, although a subshell closed in both spins holds \(2(2l'+1)\) electrons.

### The statement

Let \(K\) be the sum of \(K_{\phi'}\) over a subshell that is full for spin \(\sigma\). For any orbital of the same spin with radial function \(P\),

\[
K\, \frac{P(r)}{r} Y_{lm}(\Omega) = \frac{Q(r)}{r}\, Y_{lm}(\Omega) ,
\]

\[
Q(r) = P'(r) \sum_k c_k(l,l') \int_0^\infty dr'\, \frac{r_<^k}{r_>^{k+1}}\, P'(r')\, P(r') ,
\tag{1}
\]

\[
c_k(l,l') = (2l'+1) \begin{pmatrix} l & k & l' \\ 0 & 0 & 0 \end{pmatrix}^2 .
\tag{2}
\]

The quantum numbers \(l\) and \(m\) are preserved, and \(Q\) does not depend on \(m\). This is the meaning of "spherical" here: the operator commutes with rotations. It is not multiplication by a function of \(r\). The value \(Q(r)\) depends on \(P\) at all radii, and the coefficients depend on \(l\).

### Values at the pole

Two facts about harmonics will be used several times. First, \(Y_{l0} = \sqrt{(2l+1)/(4\pi)}\, P_l(\cos\theta)\). Second, \(Y_{lm}\) contains the factor \(\sin^{|m|}\theta\), so it vanishes at the north pole \(\theta=0\) unless \(m=0\). Together they give

\[
Y_{lm}(\text{pole}) = \delta_{m0} \sqrt{\frac{2l+1}{4\pi}} .
\tag{3}
\]

### The sum over the full subshell

The spatial kernel of \(K\), by which \(f(\mathbf r')\) is multiplied before integration, is

\[
\kappa(\mathbf r,\mathbf r') = \frac{P'(r)P'(r')}{r r'}\, \frac{S_{l'}(\Omega,\Omega')}{|\mathbf r-\mathbf r'|} ,
\qquad
S_{l'} = \sum_{m'} Y_{l'm'}(\Omega)\, Y^*_{l'm'}(\Omega') .
\]

A rotation \(R\) turns the harmonics of one \(l'\) into an orthonormal set that spans the same space. Hence \(Y_{l'm'}(R\Omega) = \sum_a U_{am'} Y_{l'a}(\Omega)\) with a unitary matrix \(U\), and

\[
S_{l'}(R\Omega,R\Omega') = \sum_{ab} \Big( \sum_{m'} U_{am'} U^*_{bm'} \Big) Y_{l'a}(\Omega)\, Y^*_{l'b}(\Omega') = S_{l'}(\Omega,\Omega') ,
\]

because the bracket is \(\delta_{ab}\). We may therefore rotate \(\Omega'\) to the pole. The polar angle of the other direction is then \(\gamma\), and Eq. (3) leaves the term \(m'=0\):

\[
\sum_{m'} Y_{l'm'}(\Omega)\, Y^*_{l'm'}(\Omega') = \frac{2l'+1}{4\pi}\, P_{l'}(\cos\gamma) .
\tag{4}
\]

This is the addition theorem. The bracket is \(\delta_{ab}\) because the sum runs over every \(m'\) with equal weight. If a component is missing, the argument breaks down at this point.

The kernel now depends on \(r\), \(r'\) and \(\gamma\) alone, all of which are unchanged when both points are rotated together. So \(K\) commutes with rotations, and its preservation of \(l\) and \(m\) is already secured. The remaining work finds the radial weights.

### The Coulomb factor

With \(t=r_</r_>\), the distance is \(|\mathbf r-\mathbf r'| = r_>\sqrt{1-2t\cos\gamma+t^2}\). The generating function of the Legendre polynomials is \((1-2tu+t^2)^{-1/2} = \sum_k t^k P_k(u)\) for \(t<1\), so

\[
\frac{1}{|\mathbf r-\mathbf r'|} = \sum_{k=0}^\infty \frac{r_<^k}{r_>^{k+1}}\, P_k(\cos\gamma) .
\tag{5}
\]

The kernel thus contains the products \(P_k(\cos\gamma)P_{l'}(\cos\gamma)\). To act on \(Y_{lm}\), each product must be written as a sum of single Legendre polynomials.

### Coupling two harmonics of one direction

Let \(\langle kq\,l'm'|LM\rangle\) be the real Clebsch-Gordan coefficients, and define

\[
F_{LM}(\Omega) = \sum_{qm'} \langle kq\,l'm'|LM\rangle\, Y_{kq}(\Omega)\, Y_{l'm'}(\Omega) .
\]

The orbital angular momentum operator \(\mathbf L\) is a first-order differential operator without a constant term, so it obeys the product rule \(\mathbf L(fg) = (\mathbf Lf)g + f(\mathbf Lg)\). It therefore acts on the products \(Y_{kq}Y_{l'm'}\) in the same way as the total angular momentum acts on a pair of separate particles. The functions \(F_{LM}\) then obey the eigenvalue and ladder equations of a multiplet \(L,M\). On the sphere there is one function for each \(L,M\), up to a factor, and the ladder equations make that factor the same for all \(M\):

\[
F_{LM}(\Omega) = A_L\, Y_{LM}(\Omega) .
\]

The constant follows from the pole with \(M=0\). By Eq. (3) the left side keeps the term \(q=m'=0\), so

\[
\langle k0\,l'0|L0\rangle\, \frac{\sqrt{(2k+1)(2l'+1)}}{4\pi} = A_L \sqrt{\frac{2L+1}{4\pi}} ,
\]

\[
A_L = \sqrt{\frac{(2k+1)(2l'+1)}{4\pi(2L+1)}}\; \langle k0\,l'0|L0\rangle .
\tag{6}
\]

### Product of two Legendre polynomials

The Clebsch-Gordan coefficients form an orthogonal matrix, so the coupling can be inverted. For zero projections,

\[
Y_{k0}Y_{l'0} = \sum_L \langle k0\,l'0|L0\rangle\, A_L\, Y_{L0} .
\]

Write every harmonic as a Legendre polynomial. The left side is \(\sqrt{(2k+1)(2l'+1)}\,P_kP_{l'}/(4\pi)\). On the right, the factor \(\sqrt{2L+1}\) in \(Y_{L0}\) cancels the one in the denominator of \(A_L\), and the two factors \(1/\sqrt{4\pi}\) combine to \(1/(4\pi)\). After division by the common prefactor,

\[
P_k P_{l'} = \sum_L \langle k0\,l'0|L0\rangle^2\, P_L .
\]

The 3j symbol is defined by

\[
\langle k0\,l'0|L0\rangle = (-1)^{k-l'} \sqrt{2L+1} \begin{pmatrix} k & l' & L \\ 0 & 0 & 0 \end{pmatrix} .
\]

The sign disappears on squaring, and

\[
P_k(u)P_{l'}(u) = \sum_L (2L+1) \begin{pmatrix} k & l' & L \\ 0 & 0 & 0 \end{pmatrix}^2 P_L(u) .
\tag{7}
\]

Reordering the columns of a 3j symbol changes at most its sign, so the squared symbol may be written with its columns in any order.

### Projection on the orbital

Use Eq. (4) for degree \(L\), solved for \(P_L(\cos\gamma)\), together with the orthonormality of the harmonics:

\[
\int d\Omega'\, P_L(\cos\gamma)\, Y_{lm}(\Omega') = \frac{4\pi}{2L+1} \sum_M Y_{LM}(\Omega) \int d\Omega'\, Y^*_{LM}Y_{lm} = \frac{4\pi}{2L+1}\, \delta_{Ll}\, Y_{lm}(\Omega) .
\tag{8}
\]

The angular integral in \(K\) for one value of \(k\) is then

\[
\frac{2l'+1}{4\pi} \sum_L (2L+1) \begin{pmatrix} k & l' & L \\ 0 & 0 & 0 \end{pmatrix}^2 \frac{4\pi}{2L+1}\, \delta_{Ll}\, Y_{lm} = c_k(l,l')\, Y_{lm} .
\]

The factors \(4\pi\) and \(2L+1\) cancel, and the \(2l'+1\) from the full subshell survives. In the radial integral, the volume element \(r'^2dr'\) cancels the two factors \(1/r'\) from \(P'(r')/r'\) and \(P(r')/r'\). The factor \(P'(r)/r\) stands outside. This proves Eqs. (1) and (2).

The same steps hold for another interaction \(v(|\mathbf r-\mathbf r'|)\) with a convergent expansion \(v=\sum_k v_k(r,r')P_k(\cos\gamma)\). One then replaces \(r_<^k/r_>^{k+1}\) by \(v_k(r,r')\); the coefficients \(c_k\) are unchanged.

### Which multipoles contribute, and with what weight

Multiply Eq. (7) by \(P_l\) and integrate, using \(\int_{-1}^1 P_LP_l\,du = 2\delta_{Ll}/(2l+1)\). This gives a form of the coefficient that needs no 3j routine:

\[
c_k(l,l') = \frac{2l'+1}{2} \int_{-1}^{1} P_l(u)\,P_k(u)\,P_{l'}(u)\, du .
\tag{9}
\]

Angular momentum coupling requires \(|l-l'|\le k\le l+l'\). The integrand has parity \((-1)^{l+k+l'}\), so \(l+k+l'\) must be even. The sum in Eq. (1) is therefore finite, with \(k\) advancing in steps of two. Its terms are nonnegative weights times radial integrals. Gauss-Legendre quadrature with \(l+l'+1\) points integrates these polynomials without truncation error, because their degree is at most \(2(l+l')\).

For a full s subshell, \(P_{0}=1\) and the single value \(k=l\) survives, with \(c_l(l,0)=1/(2l+1)\). For a full p subshell, \(P_1=u\), and the recurrence \((2l+1)uP_l=(l+1)P_{l+1}+lP_{l-1}\) gives

\[
c_{l+1}(l,1) = \frac{3(l+1)}{(2l+1)(2l+3)} , \qquad
c_{l-1}(l,1) = \frac{3l}{(2l+1)(2l-1)} ,
\tag{10}
\]

where the second expression applies for \(l\ge1\). An s orbital thus has weight 1 at \(k=1\). A p orbital has weights 1 and 2/5 at \(k=0,2\), and a d orbital has 2/5 and 9/35 at \(k=1,3\).

A sum rule checks any table of coefficients. Expand \(P_lP_{l'}\) by Eq. (7), now with \(k\) as the summation index, and set \(u=1\):

\[
\sum_k (2k+1)\, c_k(l,l') = 2l'+1 .
\tag{11}
\]

For \(l=l'=1\) it reads \(1+5\times 2/5=3\).

### A p subshell with a missing component

The need for a full subshell can be made quantitative with real p orbitals, whose angular parts are \(\sqrt{3/(4\pi)}\,n_i\), with \(n_i\) a Cartesian component of the unit vector. Consider the exchange element of an orbital \(p_i\) with one occupied \(p_j\) of another radial function. Let \(a_k\) be the angular factor that multiplies the radial integral of multipole \(k\). By Eq. (8), the degree-\(k\) part \(h_k\) of the angular product \((3/4\pi)n_in_j\) contributes

\[
a_k = \frac{4\pi}{2k+1} \int h_k^2\, d\Omega .
\]

The integrals needed are \(\int n_z^2 d\Omega=4\pi/3\) and \(\int n_z^4 d\Omega=4\pi/5\). Integrating \((n_x^2+n_y^2+n_z^2)^2=1\) gives \(3(4\pi/5)+6\int n_x^2n_y^2d\Omega=4\pi\), hence \(\int n_x^2n_y^2d\Omega=4\pi/15\).

For \(i\ne j\), the product \(n_in_j\) is a pure harmonic of degree 2, so \(a_0=0\) and

\[
a_2 = \frac{4\pi}{5}\, \frac{9}{16\pi^2}\, \frac{4\pi}{15} = \frac{3}{25} .
\]

For \(i=j\), split \(n_z^2=\tfrac13+(n_z^2-\tfrac13)\). The constant part gives \(a_0=4\pi\,(9/16\pi^2)(4\pi/9)=1\). The rest has \(\int(n_z^2-\tfrac13)^2d\Omega = 4\pi(\tfrac15-\tfrac29+\tfrac19)=16\pi/45\), so

\[
a_2 = \frac{4\pi}{5}\, \frac{9}{16\pi^2}\, \frac{16\pi}{45} = \frac{4}{25} .
\]

A full subshell gives \(a_0=1\) and \(a_2=4/25+2\times3/25=2/5\), in agreement with Eq. (10). If \(p_z\) is removed from the occupied subshell, an orbital along \(z\) retains \(a_0=0\), \(a_2=6/25\), while an orbital along \(x\) or \(y\) retains \(a_0=1\), \(a_2=7/25\). The exchange then depends on direction, and the operator is no longer spherical.

## Part 2. Radial Fock equation, implementation and example

### Symbols and results carried over

An orbital of spin \(\sigma\) is \((P(r)/r)Y_{lm}\chi_\sigma\), with real normalized \(P\). A subshell \(n'l'\) is full for one spin if all its \(2l'+1\) orbitals of that spin are occupied with a common radial function \(P'\). For a radial product \(\rho(r)\), define the multipole potential

\[
U^k[\rho](r) = \int_0^\infty dr'\, \frac{r_<^k}{r_>^{k+1}}\, \rho(r') .
\]

Part 1 showed that the exchange operator of the full subshell keeps \(l\) and \(m\), and replaces \(P\) by

\[
Q(r) = P'(r) \sum_k c_k(l,l')\, U^k[P'P](r) ,
\qquad
c_k(l,l') = (2l'+1) \begin{pmatrix} l & k & l' \\ 0 & 0 & 0 \end{pmatrix}^2 .
\tag{12}
\]

The sum covers \(k=|l-l'|,\,|l-l'|+2,\dots,l+l'\). Exchange acts between equal spins and is subtracted in the Fock operator.

### Exchange integrals and their sign

Let \(a\) denote the orbital acted on and \(b\) the full subshell. Multiply \(Q\) by \(P_a\) and integrate. The expectation value of the exchange operator is

\[
K_{ab} = \sum_k c_k(l_a,l_b)\, G^k(a,b) ,
\qquad
G^k(a,b) = \int_0^\infty dr\, P_aP_b\, U^k[P_aP_b] .
\tag{13}
\]

It is the same for every \(m\) of the orbital \(a\). To see its sign, use

\[
\frac{r_<^k}{r_>^{k+1}} = (2k+1)\, r^k r'^k \int_{r_>}^\infty \frac{ds}{s^{2k+2}} ,
\]

which holds because the integral equals \(r_>^{-2k-1}/(2k+1)\) and \(r^kr'^k=r_<^kr_>^k\). Interchanging the order of integration gives

\[
G^k(a,b) = (2k+1) \int_0^\infty \frac{ds}{s^{2k+2}} \left[ \int_0^s r^k P_aP_b\, dr \right]^2 .
\tag{14}
\]

Hence \(G^k\ge0\), and so is \(K_{ab}\). With the minus sign in the Fock operator, exchange lowers the expectation value of the orbital energy.

For \(k=0\), the inner integral tends to the overlap of \(P_a\) and \(P_b\) at large \(s\). Two different orbitals of the same \(l\) and spin are orthogonal, so this limit vanishes and their overlap density has no monopole tail. If \(a\) and \(b\) are the same radial orbital, the limit is 1 and the monopole remains.

We have shown that the exchange operator of a full subshell preserves \(l\) and \(m\), with a radial action independent of \(m\), and that exchange lowers the expectation value of the orbital energy. What remains is the direct term, the complete radial Fock equation, its implementation and a numerical example for phosphorus.
